# Single-orbital entropy of the Hubbard dimer in two orbital bases

## Problem

Two electrons occupy two sites, each with one spatial orbital. The Hamiltonian is

$$H=-t\sum_{\sigma}\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow},\qquad t>0,\quad U\ge 0,$$

where $c^\dagger_{i\sigma}$ creates an electron of spin $\sigma$ on site $i$, and $n_{i\sigma}=c^\dagger_{i\sigma}c_{i\sigma}$. The site orbitals are orthonormal. The bonding and antibonding orbitals are

$$g^\dagger_\sigma=\frac{c^\dagger_{1\sigma}+c^\dagger_{2\sigma}}{\sqrt2},\qquad u^\dagger_\sigma=\frac{c^\dagger_{1\sigma}-c^\dagger_{2\sigma}}{\sqrt2}.$$

A spatial orbital has four possible states: empty, $\uparrow$, $\downarrow$ and double. Its reduced density matrix $\rho$ is obtained from the state of the dimer by tracing out the other orbital. If $w_k$ are the eigenvalues of $\rho$, the single-orbital entropy is

$$s=-\sum_k w_k\ln w_k ,$$

with $0\ln 0=0$. The natural logarithm gives $s$ in nats.

1. Find the ground state and its energy.
2. Find the entropy $s_s$ of a site orbital in the ground state.
3. Find the entropy $s_b$ of the bonding orbital in the same state.
4. Find both entropies at $U=0$ and in the limit $U/t\to\infty$. Show how they change in between, and how they approach their end values.
5. Evaluate everything for $t=1$ eV and $U=3$ eV.
6. What do the two entropies say about electron correlation, and what happens at $t=0$?

The algebra is in atomic units, and numerical energies are in eV. The entropies depend on the ratio $U/t$ alone, and no length enters the model.

## Solution

### 1. The ground state

Two electrons in four spin orbitals have six states. Two of them have parallel spins. Neither can hop, because the target spin orbital is filled, and neither has a doubly occupied site, so both have energy 0.

The other four states have one electron of each spin. Write

$$|ij\rangle=c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|{\rm vac}\rangle ,$$

so that the first label is the site of the up electron and the second that of the down electron. From $[c^\dagger_{a\sigma}c_{b\sigma},c^\dagger_{d\sigma}]=\delta_{bd}\,c^\dagger_{a\sigma}$ it follows that hopping replaces one creation operator by another in the same position. No sign arises from reordering. Denoting the hopping part of $H$ by $T$,

$$T|11\rangle=T|22\rangle=-t\left(|12\rangle+|21\rangle\right),$$

$$T|12\rangle=T|21\rangle=-t\left(|11\rangle+|22\rangle\right).$$

The differences $|12\rangle-|21\rangle$ and $|11\rangle-|22\rangle$ are therefore annihilated by $T$. The first is the third triplet state, with energy 0. The second has one doubly occupied site in each term and energy $U$.

The two sums remain. Define the covalent and ionic states

$$|C\rangle=\frac{|12\rangle+|21\rangle}{\sqrt2},\qquad |I\rangle=\frac{|11\rangle+|22\rangle}{\sqrt2}.$$

Each of the two terms in $|C\rangle$ gives $-t(|11\rangle+|22\rangle)=-\sqrt2\,t\,|I\rangle$. With the prefactor $1/\sqrt2$ the total is $-2t|I\rangle$. The same count applies to $|I\rangle$, which also has the repulsion energy $U$:

$$H|C\rangle=-2t|I\rangle,\qquad H|I\rangle=-2t|C\rangle+U|I\rangle .$$

Let the eigenstate be $|\psi\rangle=\alpha|C\rangle+\beta|I\rangle$ with $\alpha^2+\beta^2=1$. Comparing the coefficients of $|C\rangle$ and $|I\rangle$ in $H|\psi\rangle=E|\psi\rangle$ gives

$$-2t\beta=E\alpha,\qquad -2t\alpha+U\beta=E\beta .$$

The first equation gives $\beta=-E\alpha/2t$. Inserted into the second, it leads to

$$E^2-UE-4t^2=0,\qquad E_\pm=\frac{U\pm R}{2},\qquad R=\sqrt{U^2+16t^2}.$$

Since $R>U$, the lower root $E=E_-$ is negative, and $E_+$ is larger than $U$. The other four levels are $0,0,0$ and $U$. The ground state is therefore unique for every $t>0$, and it has the energy

$$E=\frac{U-\sqrt{U^2+16t^2}}{2}.$$

The ionic weight $p=\beta^2$ follows from $\beta/\alpha=-E/2t$:

$$p=\frac{E^2}{E^2+4t^2}=\frac{E^2}{2E^2-UE}=\frac{E}{2E-U}=\frac{-E}{R}=\frac12\left(1-\frac UR\right).$$

The second form uses $4t^2=E^2-UE$, and the fourth uses $2E-U=-R$. It is convenient to introduce an angle $\varphi$ by

$$\tan\varphi=\frac{U}{4t},\qquad \sin\varphi=\frac UR,\qquad \cos\varphi=\frac{4t}{R},\qquad 0\le\varphi<\frac\pi2 .$$

Then

$$\beta^2=p=\frac{1-\sin\varphi}{2},\qquad \alpha^2=1-p=\frac{1+\sin\varphi}{2}.$$

Because $E<0$ and $t>0$, the ratio $\beta/\alpha$ is positive, and both amplitudes can be taken positive. Repulsion lowers the ionic weight from $1/2$ at $U=0$ towards zero.

### 2. Entropy of a site orbital

Written out, the ground state is

$$|\psi\rangle=\frac{\alpha}{\sqrt2}\left(|12\rangle+|21\rangle\right)+\frac{\beta}{\sqrt2}\left(|11\rangle+|22\rangle\right).$$

Each term puts site 1 in a different state, and each is accompanied by a different state of site 2:

- $|12\rangle$: site 1 is $\uparrow$, site 2 is $\downarrow$;
- $|21\rangle$: site 1 is $\downarrow$, site 2 is $\uparrow$;
- $|11\rangle$: site 1 is double, site 2 is empty;
- $|22\rangle$: site 1 is empty, site 2 is double.

The four states of site 2 are mutually orthogonal. Tracing over them removes all cross terms, so $\rho$ is diagonal and its eigenvalues are the squared amplitudes. Moving the operators of site 1 to the left changes the sign of $|21\rangle$, but a sign does not affect a squared amplitude. Hence

$$w_{\rm empty}=w_{\rm double}=\frac p2,\qquad w_\uparrow=w_\downarrow=\frac{1-p}{2}.$$

The diagonal form has a general reason. The total particle number and the total $S_z$ are fixed, and the four states of an orbital differ from one another in at least one of these quantities. The rest of the system must then differ as well. The same argument will serve for the bonding orbital.

Inserting the weights into the definition of the entropy gives

$$s_s=-2\cdot\frac p2\ln\frac p2-2\cdot\frac{1-p}{2}\ln\frac{1-p}{2}$$

$$\phantom{s_s}=-p\ln p+p\ln2-(1-p)\ln(1-p)+(1-p)\ln2 .$$

The two terms with $\ln2$ add up to $\ln 2$. With the binary entropy

$$h(x)=-x\ln x-(1-x)\ln(1-x),$$

the result is

$$\boxed{s_s=\ln2+h\!\left(\frac{1-\sin\varphi}{2}\right)}$$

The two terms answer two successive questions about the site. The first question is whether it holds exactly one electron, and its uncertainty is $h(p)$. Whatever the answer, two equally likely possibilities remain: $\uparrow$ or $\downarrow$ in one case, empty or double in the other. This remaining choice contributes $\ln2$.

Site 2 has the same four weights and therefore the same entropy. The equality $w_{\rm empty}=w_{\rm double}$ relies on the equivalence of the sites. If their orbital energies differed, $|11\rangle$ and $|22\rangle$ would have different amplitudes, and the formula would no longer hold.

### 3. Entropy of the bonding orbital

Put both electrons in the bonding orbital, or both in the antibonding one:

$$|gg\rangle=g^\dagger_\uparrow g^\dagger_\downarrow|{\rm vac}\rangle=\frac12\left(|11\rangle+|12\rangle+|21\rangle+|22\rangle\right)=\frac{|I\rangle+|C\rangle}{\sqrt2},$$

$$|uu\rangle=u^\dagger_\uparrow u^\dagger_\downarrow|{\rm vac}\rangle=\frac12\left(|11\rangle-|12\rangle-|21\rangle+|22\rangle\right)=\frac{|I\rangle-|C\rangle}{\sqrt2}.$$

These two configurations span the same plane as $|C\rangle$ and $|I\rangle$, so the ground state is a combination of them alone. Its amplitudes are

$$\langle gg|\psi\rangle=\frac{\alpha+\beta}{\sqrt2},\qquad \langle uu|\psi\rangle=\frac{\beta-\alpha}{\sqrt2}.$$

The product of the positive numbers $\alpha$ and $\beta$ is

$$\alpha\beta=\sqrt{\frac{1+\sin\varphi}{2}\cdot\frac{1-\sin\varphi}{2}}=\frac{\sqrt{1-\sin^2\varphi}}{2}=\frac{\cos\varphi}{2}.$$

With $\alpha^2+\beta^2=1$, the weights become

$$|\langle gg|\psi\rangle|^2=\frac{1+2\alpha\beta}{2}=\frac{1+\cos\varphi}{2},\qquad q\equiv|\langle uu|\psi\rangle|^2=\frac{1-\cos\varphi}{2}.$$

In $|gg\rangle$ the bonding orbital is double, and in $|uu\rangle$ it is empty. It is never singly occupied in this state:

$$w_{\rm double}=1-q,\qquad w_{\rm empty}=q,\qquad w_\uparrow=w_\downarrow=0 .$$

Therefore

$$\boxed{s_b=h(q)=h\!\left(\frac{1+\cos\varphi}{2}\right)}$$

where the last step uses the symmetry $h(q)=h(1-q)$. For the antibonding orbital, empty and double exchange their weights, which leaves the entropy unchanged.

The repulsion is what mixes the two configurations. From the matrix elements in the basis of $|C\rangle$ and $|I\rangle$,

$$\langle gg|H|uu\rangle=\frac12\left(H_{II}-H_{IC}+H_{CI}-H_{CC}\right)=\frac12\left(U+2t-2t-0\right)=\frac U2 .$$

This coupling vanishes at $U=0$, where $|gg\rangle$ is the ground state.

### 4. Limits and the way between them

At $U=0$ the angle is $\varphi=0$, so $p=1/2$ and $q=0$. For $U/t\to\infty$ the angle tends to $\pi/2$, so $p\to0$ and $q\to1/2$. Since $h(0)=0$ and $h(1/2)=\ln2$,

$$s_b:\ 0\ \longrightarrow\ \ln2,\qquad\qquad s_s:\ 2\ln2=\ln4\ \longrightarrow\ \ln2 .$$

The change is monotonic. The derivative

$$h'(x)=\ln\frac{1-x}{x}$$

is positive for $0<x<1/2$. As $U/t$ grows, $\varphi$ grows, $q$ rises from 0 towards $1/2$, and $p$ falls from $1/2$ towards 0. Thus $s_b$ rises strictly and $s_s$ falls strictly. At every finite $U/t$, $s_b<\ln2<s_s$, so the two curves do not cross.

The numerical values, in nats, are:

| $U/t$ | $s_s$ | $s_b$ |
|---:|---:|---:|
| 0 | 1.3863 | 0.0000 |
| 1 | 1.3566 | 0.0776 |
| 2 | 1.2827 | 0.2066 |
| 4 | 1.1096 | 0.4165 |
| 8 | 0.8998 | 0.5895 |
| 20 | 0.7478 | 0.6738 |
| 100 | 0.6967 | 0.6923 |

The end values are $\ln4=1.3863$ and $\ln2=0.6931$.

The approach to these values follows from two expansions of $h$. Near $x=0$, $\ln(1-x)\approx-x$ gives

$$h(x)\approx x(1-\ln x).$$

Near $x=1/2$, the first derivative vanishes and $h''(x)=-1/[x(1-x)]$ equals $-4$. With $x=(1-\epsilon)/2$, the displacement from $1/2$ is $-\epsilon/2$, so

$$h\!\left(\frac{1-\epsilon}{2}\right)\approx\ln2-\frac42\left(\frac\epsilon2\right)^2=\ln2-\frac{\epsilon^2}{2}.$$

**Weak repulsion.** For $U\ll4t$, $\sin\varphi\approx U/4t$ and $\cos\varphi\approx1-U^2/32t^2$. To leading order,

$$s_s\approx\ln4-\frac{U^2}{32t^2},\qquad s_b\approx q(1-\ln q),\quad q\approx\frac{U^2}{64t^2}.$$

**Strong repulsion.** For $U\gg4t$, $\cos\varphi\approx4t/U$ and $\sin\varphi\approx1-8t^2/U^2$. To leading order,

$$s_b\approx\ln2-\frac{8t^2}{U^2},\qquad s_s\approx\ln2+p(1-\ln p),\quad p\approx\frac{4t^2}{U^2}.$$

At $U/t=100$ the last two laws give distances from $\ln2$ of $8.00\times10^{-4}$ for the bonding orbital and $3.530\times10^{-3}$ for the site. The values from diagonalization are $7.99\times10^{-4}$ and $3.526\times10^{-3}$. The site entropy is farther from the common limit because its correction contains the factor $1-\ln p$, which grows as $p$ becomes small. In terms of $p$, the bonding correction is $2p$ to leading order.

The two regimes mirror each other. Replacing $U/4t$ by its inverse $4t/U$ exchanges $\sin\varphi$ and $\cos\varphi$. The two boxed formulas then give, for $U>0$,

$$s_s\!\left(\frac{U}{4t}\right)=\ln2+s_b\!\left(\frac{4t}{U}\right).$$

At the self-dual point $U=4t$ the two entropies must differ by $\ln2$. The table gives $1.1096-0.4165=0.6931$, as required.

### 5. Numbers for $t=1$ eV and $U=3$ eV

These are round model parameters, chosen so that the square root is simple:

$$R=\sqrt{3^2+16\cdot1^2}\ {\rm eV}=5\ {\rm eV},\qquad E=\frac{3-5}{2}\ {\rm eV}=-1\ {\rm eV}.$$

The triplet lies at zero energy, 1 eV above the ground state. The angle has $\sin\varphi=3/5$ and $\cos\varphi=4/5$, so

$$p=\frac{1-0.6}{2}=0.2,\qquad q=\frac{1-0.8}{2}=0.1 .$$

For a site, the weights of empty, $\uparrow$, $\downarrow$ and double are $0.1,\ 0.4,\ 0.4,\ 0.1$. For the bonding orbital they are $0.1,\ 0,\ 0,\ 0.9$. The entropies are

$$s_s=\ln2-0.2\ln0.2-0.8\ln0.8=0.6931+0.5004=1.1935\ {\rm nat},$$

$$s_b=-0.1\ln0.1-0.9\ln0.9=0.3251\ {\rm nat}.$$

Division by $\ln2$ converts them to 1.7219 bit and 0.4690 bit.

Both numbers describe the same state. In the bonding basis one configuration has 90% of the weight, and the orbital is nearly certain to be double. In the site basis all four orbital states have appreciable weight.

The formulas were checked by building the fermion operators in the 16-state space, diagonalizing the six-state block with two electrons, and computing the orbital density matrices from the state itself. The restriction to two electrons matters. With $H$ as written, one electron in the bonding orbital has energy $-t$, which equals $E$ at $U=3t$ and lies below it for larger $U$.

### 6. Entropy, correlation and the point $t=0$

At $U=0$ the ground state is the single determinant $|gg\rangle$. The bonding orbital has zero entropy, but each site has the entropy $\ln4$. This is the largest value that four states allow. To see this, use $\ln y\le y-1$ and sum over the states with $w_k>0$:

$$s-\ln4=\sum_k w_k\ln\frac{1}{4w_k}\le\sum_k w_k\left(\frac{1}{4w_k}-1\right)=\sum_k\frac14-1\le0 .$$

The site reaches this bound because its four weights are all $1/4$. Two independent electrons of opposite spin, each shared equally between the two sites, leave the occupation of each site as uncertain as it can be. A large single-orbital entropy is therefore not by itself evidence of correlation, if correlation means departure from a single determinant. As $U$ grows, the site entropy even falls while the state moves away from a determinant.

In this model the bonding orbital gives a more direct indication. Consider the one-electron density matrix for one spin, with elements such as $\langle g^\dagger_\sigma g_\sigma\rangle$ and $\langle g^\dagger_\sigma u_\sigma\rangle$. Moving one electron between $g$ and $u$ turns $|gg\rangle$ or $|uu\rangle$ into a configuration with both orbitals singly occupied. The ground state contains no such configuration, so the off-diagonal elements vanish. The eigenvalues are the occupations $1-q$ and $q$. Because $S_z$ is fixed, no element connects the two spins, so the full one-electron density matrix over all four spin orbitals has the eigenvalues $1-q$ and $q$, each twice. For a single determinant, in whatever spin orbitals it is written, the eigenvalues of this full matrix are 0 or 1. The ground state is thus a determinant only if $q=0$, which means $U=0$. Since $s_b=h(q)$ increases with $q$ on the range $0\le q<1/2$, it measures the departure from a determinant here.

For $U/t\to\infty$ the state tends to

$$|C\rangle=\frac{|gg\rangle-|uu\rangle}{\sqrt2}.$$

Both entropies tend to $\ln2$, but the uncertain quantity differs. A site holds one electron whose spin is $\uparrow$ or $\downarrow$ with equal weight. The bonding orbital is double or empty with equal weight. Equal entropies do not imply equal occupation patterns.

The strong-repulsion limit must be taken with $t>0$. At $t=0$ and $U>0$, the three triplets and $|C\rangle$ all have zero energy, so the ground level is fourfold degenerate and the entropy depends on which state is chosen. The product state $|12\rangle$ has site entropy 0, because site 1 is certainly $\uparrow$. The singlet $|C\rangle$ has $\ln2$. Any nonzero hopping selects the singlet, but the margin is small when the hopping is weak. For $U\gg4t$, $R\approx U+8t^2/U$, and the triplet lies above the ground state by

$$-E=\frac{R-U}{2}\approx\frac{4t^2}{U}.$$

The results above are for the pure ground state. Consider a dimer in thermal equilibrium with the electron number held at two. The results apply only if the thermal energy is small compared with the gap $-E$; otherwise the triplets are populated too, and the orbital weights change. This condition is necessary but not always sufficient. At weak repulsion $q$ is small, and $s_b=h(q)$ also needs $e^{E/k_BT}\ll q$: at $U/t=0.1$ and $k_BT=-E/10$ the bonding entropy is 0.0032, against 0.0015 in the ground state. Let the ground state have population $P$. The two upper levels, at $U$ and $E_+$, have populations of at most $Pe^{-(U-E)/k_BT}$ each. They also carry ionic weight, so they can be neglected only if $e^{-(U-E)/k_BT}\ll p$, which at large $U/t$ is a stricter condition than $k_BT\ll U$. Take a temperature that satisfies it, so that only the ground state and the three equally populated triplets matter. The triplets have no empty or doubly occupied site and together give $\uparrow$ and $\downarrow$ equal weight, so $p$ is replaced by $Pp$ and the site entropy becomes $\ln2+h(Pp)$, lower than in the ground state. Each triplet has one electron in $g$ and one in $u$, so the bonding orbital acquires weight in the singly occupied states, which are absent in the ground state, and $s_b=h(q)$ no longer holds.

## Computed values

```
hopping t = 1.0 eV, repulsion U = 3.0 eV
sqrt(U^2 + 16 t^2) = 5.0000 eV
ground energy = -1.0000 eV
gap to triplet = 1.0000 eV
covalent weight = 0.8000
ionic weight p = 0.2000
weight of gg = 0.9000
weight of uu = 0.1000
orbital weights: empty, up, down, double
  site    0.1000 0.4000 0.4000 0.1000
  bonding 0.1000 0.0000 0.0000 0.9000
h(p) for the site = 0.5004 nat
s_site = 1.1935 nat = 1.7219 bit
s_bond = 0.3251 nat = 0.4690 bit
ln 2 = 0.6931 nat, ln 4 = 1.3863 nat
sweep: U/t, s_site (nat), s_bond (nat)
     0.0  1.38629  0.00000
     0.5  1.37858  0.02531
     1.0  1.35659  0.07758
     2.0  1.28266  0.20664
     3.0  1.19355  0.32508
     4.0  1.10964  0.41650
     8.0  0.89979  0.58951
    20.0  0.74781  0.67379
   100.0  0.69667  0.69235
  1000.0  0.69320  0.69314
leading laws: computed (nat), law (nat)
  ln4 - s_site, U/t=0.04: 4.9996e-05  5.0000e-05
  s_bond,       U/t=0.04: 2.8990e-04  2.8992e-04
  s_site - ln2, U/t=100 : 3.5258e-03  3.5296e-03
  ln2 - s_bond, U/t=100 : 7.9893e-04  8.0000e-04
t = 0: ground-level degeneracy = 4
t = 0, product state up-down: s_site = 0.0000 nat
t = 0, covalent singlet: s_site = 0.6931 nat
```
